# Thermal variance of the absorption line of displaced harmonic oscillators

## Definitions and conventions

A chromophore has a ground electronic state $g$ and one excited state $e$, both coupled to a single vibration of angular frequency $\omega$. The vibration is described by a dimensionless coordinate $q$ and momentum $p$ with $[q,p]=i$. The vibrational Hamiltonians are

$$H_g=\frac{\hbar\omega}{2}\,(p^2+q^2),\qquad H_e=E_{00}+\frac{\hbar\omega}{2}\left[p^2+(q-d)^2\right].$$

The two parabolas have the same curvature, and the excited one is moved by $d$. Their levels are

$$E_m=\hbar\omega\left(m+\tfrac12\right),\qquad E'_n=E_{00}+\hbar\omega\left(n+\tfrac12\right),$$

with states $|m\rangle$ and $|n'\rangle$. The zero-point energies are equal, so $E_{00}$ is the energy between the two lowest levels. The Huang-Rhys factor is $S=d^2/2$. The reorganization energy $\lambda=S\hbar\omega$ is the height of the excited parabola at $q=0$ above its own minimum.

Three assumptions complete the model.

1. The electronic transition dipole does not depend on $q$ (Condon approximation).
2. The ground vibrational levels have Boltzmann populations $p_m\propto e^{-E_m/kT}$ with $\sum_m p_m=1$.
3. The line is the set of sharp transitions

$$A(E)=\sum_{m,n}p_m\,|\langle n'|m\rangle|^2\,\delta\!\left(E-E'_n+E_m\right).$$

This line has unit area, because the states $|n'\rangle$ are complete. It is not yet the absorbance, which carries a further factor $E$; that factor is treated below. Angle brackets without a level index denote the thermal average, $\langle X\rangle=\sum_m p_m\langle m|X|m\rangle$. The abbreviation $C=\coth(\hbar\omega/2kT)$ is used throughout, with $C=1$ at $T=0$.

## Theorem

Under these assumptions the mean $\mu$ and variance $\sigma^2$ of $A(E)$ are

$$\mu=E_{00}+S\hbar\omega,\qquad \sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}.$$

The mean does not depend on temperature. The variance tends to $S(\hbar\omega)^2$ as $T\to0$.

## Lemma 1: moments from the energy gap

Let $U=H_e-H_g$. The first two moments of the line are $M_1=\langle U\rangle$ and $M_2=\langle U^2\rangle$.

**Proof.** Since $H_e|n'\rangle=E'_n|n'\rangle$ and $\sum_n|n'\rangle\langle n'|=1$,

$$M_k=\sum_m p_m\sum_n\langle m|n'\rangle(E'_n-E_m)^k\langle n'|m\rangle=\sum_m p_m\langle m|(H_e-E_m)^k|m\rangle.$$

Because $H_g|m\rangle=E_m|m\rangle$,

$$(H_e-E_m)|m\rangle=(H_e-H_g)|m\rangle=U|m\rangle.$$

For $k=1$ this gives $\langle m|U|m\rangle$. For $k=2$, one factor acts to the right and the other to the left, which gives $\langle m|U^2|m\rangle$. Averaging over $m$ proves the lemma. $\square$

For $k=3$ a factor $H_e-E_m$ remains between two factors $U$. It does not act directly on $|m\rangle$, so it cannot be replaced by $U$. The proof uses neither equal frequencies nor the form of $U$, and it will serve again when the frequencies differ.

## Lemma 2: thermal spread of the coordinate

For each level, $\langle m|q|m\rangle=0$ and $\langle m|q^2|m\rangle=m+\tfrac12$. The thermal average is $\langle q^2\rangle=C/2$.

**Proof.** With $a=(q+ip)/\sqrt2$, the coordinate is $q=(a+a^\dagger)/\sqrt2$, so

$$q|m\rangle=\sqrt{\tfrac m2}\,|m-1\rangle+\sqrt{\tfrac{m+1}2}\,|m+1\rangle.$$

This vector has no component along $|m\rangle$, and its squared length is $m/2+(m+1)/2=m+\tfrac12$. Put $x=e^{-\hbar\omega/kT}$. Normalization gives $p_m=(1-x)x^m$, and

$$\bar n=\sum_m m\,p_m=(1-x)\frac{x}{(1-x)^2}=\frac{x}{1-x}.$$

Therefore

$$2\langle q^2\rangle=2\bar n+1=\frac{1+x}{1-x}=\frac{x^{-1/2}+x^{1/2}}{x^{-1/2}-x^{1/2}}=\coth\frac{\hbar\omega}{2kT}.\qquad\square$$

## Proof of the theorem

The kinetic energies and the terms in $q^2$ cancel in the gap:

$$U=E_{00}+\frac{\hbar\omega}{2}\left[(q-d)^2-q^2\right]=E_{00}+\frac{\hbar\omega d^2}{2}-\hbar\omega d\,q.$$

Since $d^2/2=S$, the constant part is $E_{00}+S\hbar\omega$. The average of $q$ vanishes in every level, so Lemma 1 gives $\mu=E_{00}+S\hbar\omega$. The variance is

$$\sigma^2=\langle U^2\rangle-\langle U\rangle^2=(\hbar\omega)^2d^2\langle q^2\rangle=(\hbar\omega)^2\,(2S)\,\frac C2=S(\hbar\omega)^2C.\qquad\square$$

A molecule starting in level $m$ alone gives the variance $S(\hbar\omega)^2(2m+1)$ about the same mean. Heating thus mixes lines of equal mean and increasing width.

## Remark 1: the two temperature limits

At $T=0$ the coordinate still has the zero-point spread $\langle q^2\rangle=\tfrac12$. The gap has slope $-\hbar\omega d$, so this spread becomes a spread of transition energies with variance $(\hbar\omega d)^2/2=S(\hbar\omega)^2$. For $kT\ll\hbar\omega$, expanding $(1+x)/(1-x)$ gives $C\approx1+2e^{-\hbar\omega/kT}$: the thermal correction is exponentially small.

For $kT\gg\hbar\omega$, set $y=\hbar\omega/2kT$ and use $\coth y=1/y+y/3+\dots$ to obtain

$$\sigma^2=2\lambda kT\left(1+\frac{y^2}{3}+\dots\right).$$

The leading term is the classical result. It vanishes at $T=0$ because a classical oscillator then rests at $q=0$.

## Remark 2: the shape of the line

The third central moment is $\kappa_3=S(\hbar\omega)^3$ at every temperature. To see this, write $U=\mu+X$ with $X=-\hbar\omega d\,q$. Then $H_e-E_m-\mu=(H_g-E_m)+X$, which acts on $|m\rangle$ as $X$ alone. Level $m$ contributes

$$\langle m|X(H_g-E_m)X|m\rangle+\langle m|X^3|m\rangle.$$

The last term vanishes by parity. In the first, the two components of $q|m\rangle$ have energies $-\hbar\omega$ and $+\hbar\omega$ relative to $E_m$, so

$$(\hbar\omega d)^2\left[-\hbar\omega\frac m2+\hbar\omega\frac{m+1}2\right]=2S(\hbar\omega)^2\,\frac{\hbar\omega}2=S(\hbar\omega)^3.$$

The line therefore has its longer tail on the high-energy side, with skewness $\kappa_3/\sigma^3=S^{-1/2}C^{-3/2}$.

At $T=0$ the individual weights $w_n=|\langle n'|0\rangle|^2$ follow from the lowering operator of the excited oscillator, $b=a-d/\sqrt2=a-\sqrt S$. Since $b|0\rangle=-\sqrt S|0\rangle$,

$$\sqrt{n+1}\,\langle(n+1)'|0\rangle=\langle n'|b|0\rangle=-\sqrt S\,\langle n'|0\rangle.$$

Hence $w_{n+1}=S\,w_n/(n+1)$, and unit area fixes $w_n=e^{-S}S^n/n!$, a Poisson distribution.

## Remark 3: unequal frequencies

Let the excited frequency be $r\omega$, with the displacement $d$, the reduced mass and $E_{00}$ held fixed. The zero-point energies now differ, and

$$H_e=E_{00}+\frac{\hbar\omega(1-r)}2+\frac{\hbar\omega}{2}\left[p^2+r^2(q-d)^2\right].$$

The gap acquires a quadratic term:

$$U=\text{const}-r^2\hbar\omega d\,q+\frac{\hbar\omega}{2}(r^2-1)q^2.$$

The covariance of $q$ and $q^2$ vanishes by parity, so the two variances add. The variance of $q^2$ requires $\langle q^4\rangle$. Applying $q$ twice gives

$$q^2|m\rangle=\tfrac12\left[\sqrt{m(m-1)}\,|m-2\rangle+(2m+1)|m\rangle+\sqrt{(m+1)(m+2)}\,|m+2\rangle\right],$$

whose squared length is $\tfrac34(2m^2+2m+1)$. The geometric populations give $\langle m^2\rangle=2\bar n^2+\bar n$. Thus $\langle q^4\rangle=\tfrac34(2\bar n+1)^2=\tfrac34C^2$, and the variance of $q^2$ is $\tfrac34C^2-\tfrac14C^2=\tfrac12C^2$. The result is

$$\sigma_r^2=(\hbar\omega)^2\left[r^4SC+\frac{(r^2-1)^2}{8}C^2\right].$$

The mean becomes

$$\mu_r=E_{00}+\frac{\hbar\omega(1-r)}2+r^2S\hbar\omega+\frac{\hbar\omega}{4}(r^2-1)C,$$

which depends on temperature. Both formulas return to the theorem at $r=1$.

## Remark 4: the photon-energy factor

Absorbance at constant dipole is proportional to $E\,A(E)$, apart from any variation of the refractive index. The normalized weighted line has mean $M_2/M_1=\mu+\sigma^2/\mu$. Its second moment is

$$\frac{M_3}{M_1}=\frac{\mu^3+3\mu\sigma^2+\kappa_3}{\mu}=\mu^2+3\sigma^2+\frac{\kappa_3}\mu.$$

Subtracting the square of the new mean, $\mu^2+2\sigma^2+\sigma^4/\mu^2$, leaves

$$\sigma_E^2=\sigma^2+\frac{\kappa_3}\mu-\frac{\sigma^4}{\mu^2}.$$

## Example: a phenol-like chromophore in a 248 nm resist

Take $E_{00}=4.45$ eV, $\hbar\omega=0.12$ eV and $S=1.5$. Then $\lambda=0.18$ eV and $\mu=4.63$ eV, which corresponds to 267.8 nm. At 296 K, a temperature of exposure, $kT=0.02551$ eV and $C=1.0183$, so

$$\sigma^2=1.5\,(0.12\ \text{eV})^2(1.0183)=0.0220\ \text{eV}^2,\qquad\sigma=0.148\ \text{eV}.$$

The energies $\mu+\sigma$ and $\mu-\sigma$ correspond to 259.5 and 276.6 nm. A temperature of 383 K represents a bake.

| $T$ (K) | $C$ | $\sigma^2$ (eV²) | $2\lambda kT$ (eV²) |
|---:|---:|---:|---:|
| 0 | 1.000 | 0.0216 | 0 |
| 296 | 1.018 | 0.0220 | 0.0092 |
| 383 | 1.054 | 0.0228 | 0.0119 |

At 296 K the variance is 1.8% above its zero-temperature value. The classical formula gives only 42% of the model variance, since $\hbar\omega$ is nearly five times $kT$.

The weights below are labelled by the net number of quanta gained, $n-m$. Those at 0 K follow from the Poisson formula. Those at 296 K are thermal sums of squared overlap integrals, evaluated numerically on a coordinate grid.

| $n-m$ | Energy (eV) | 0 K | 296 K |
|---:|---:|---:|---:|
| −1 | 4.33 | 0 | 0.003 |
| 0 | 4.45 | 0.223 | 0.222 |
| 1 | 4.57 | 0.335 | 0.332 |
| 2 | 4.69 | 0.251 | 0.250 |
| 3 | 4.81 | 0.126 | 0.126 |
| 4 | 4.93 | 0.047 | 0.048 |
| 5 | 5.05 | 0.014 | 0.014 |

The skewness at 296 K is $0.002592/0.1483^3\approx0.79$, so a Gaussian with the same variance would misrepresent the shape. A 248 nm photon has energy 5.00 eV, and 1.9% of the line lies above it. This is not a prediction of the resist's absorbance at 248 nm: the threshold falls between two sharp transitions, so broadening would move weight across it, and higher electronic states are absent from the model.

## Remark 5: what the model leaves out

The following estimates are for 296 K. Each changes one assumption and keeps the other parameters fixed; the strengths are rough assumed values.

- **Softer excited vibration.** For $r=0.93$, Remark 3 gives $\sigma_r^2=0.0165$ eV², 25% below the equal-frequency result. The factor $r^4=0.748$ accounts for nearly all of this. The mean falls by 0.024 eV. This size depends on holding $d$ fixed. Remark 3 gives −19% if the excited-state factor $rS$ is held at 1.5 instead, −13% if the relaxation energy $r^2S\hbar\omega$ is held at 0.18 eV, and +0.2% if the slope $r^2\hbar\omega d$ of the gap is held at its original value.
- **Soft matrix motion.** An independent mode adds its own energy change to each transition, so its variance adds. With quantum 0.010 eV and Huang-Rhys factor 3, the theorem gives an added 0.00155 eV², or 7.0%.
- **Static disorder.** An independent spread of $E_{00}$ with standard deviation 0.040 eV adds $0.040^2=0.0016$ eV², or 7.3%.
- **Variable dipole.** Inserting the factor $1+cq$ into the numerical overlap integrals changes the variance by −5.8% for $c=0.05$ and +5.5% for $c=-0.05$, with $d>0$.
- **Photon-energy factor.** Remark 4 gives an increase of 2.4%.

Temperature acts differently on the hard and soft modes. Between 0 and 296 K the hard mode gains 0.0004 eV² of variance, while the soft mode gains 0.00125 eV². Between 296 and 383 K the gains are 0.0008 and 0.00045 eV². The soft mode is already close to its classical linear law, whereas the excitation of the hard mode still follows the Boltzmann factor $e^{-\hbar\omega/kT}$ closely.

A Lorentzian broadening needs separate care. For half width $\gamma$ at half maximum, cut at $\pm W$ and renormalized, its variance is

$$\frac{\int_0^W \epsilon^2(\epsilon^2+\gamma^2)^{-1}d\epsilon}{\int_0^W(\epsilon^2+\gamma^2)^{-1}d\epsilon}=\frac{\gamma W}{\arctan(W/\gamma)}-\gamma^2.$$

It grows without limit as $W$ increases. For $\gamma=0.005$ eV it is 0.0016 eV² at $W=0.5$ eV and 0.0032 eV² at $W=1$ eV. A variance taken from a spectrum with such wings therefore depends on the chosen window. A real dephasing line is Lorentzian only out to about $\hbar/\tau$, where $\tau$ is the correlation time of the surroundings; beyond that it falls faster. For classical, exponentially correlated Gaussian fluctuations that are fast (their standard deviation below $\hbar/\tau$) the variance is finite and about $\gamma\hbar/\tau$, which is 0.00013 eV² for $\hbar/\tau=0.025$ eV. This is only an order of magnitude, because $\hbar/\tau$ is here close to $kT$: for quantum surroundings with the same decay the variance grows logarithmically with the highest frequency of the surroundings, from 0.00012 eV² at a cutoff of 0.1 eV to 0.00017 eV² at 0.4 eV.

## Remark 6: comparison with a real resist

Polymers used in 248 nm resists often contain phenol rings, whose lowest absorption band lies roughly near 270–280 nm; the model band is placed in that region. The quantum 0.12 eV is typical of a ring-breathing vibration. The value $S=1.5$ is less certain: it makes one effective mode stand for several, and $S=1$ would reduce the variance by one third. The thermal change also depends on this lumping: if a Huang-Rhys factor 0.6 sits in a mode of 0.065 eV and the variance at 0 K is unchanged, the theorem gives 3.6% at 296 K instead of 1.8%. Ring vibrations can soften by several per cent on excitation. At fixed $d$ this is the largest entry in Remark 5, but at fixed gap slope it is the smallest, so its rank depends on which quantity is known from experiment. The factor $r^4$ also assumes a harmonic excited surface. If the softening comes from anharmonicity of the expanded ring, the slope of the gap at $q=0$, which sets most of the variance, falls by less. For a curvature that drops linearly from 1 at $q=0$ to $r^2$ at $q=d$, the slope carries the factor $(1+r^2)/2=0.93$ instead of $r^2=0.86$, which by itself lowers the variance by 13% instead of 25%. The gap then also contains the cubic term $\hbar\omega(r^2-1)q^3/6d$; with a harmonic ground state its covariance with the linear term reduces the fall to about 11%, while 13% holds if the ground surface has the same cubic term, so that the gap is linear in $q$. Combining the softened mode with the assumed matrix motion and disorder, all taken as independent, gives

$$0.0165+0.00155+0.0016\approx0.0196\ \text{eV}^2,$$

11% below the simple model. This partial cancellation depends on the assumed strengths and on holding $d$ fixed; at fixed gap slope the same sum is 0.0252 eV², about 14% above the simple model. Neither the photon-energy factor nor the variable dipole is included in either sum; at fixed $d$, a dipole slope $c=0.05$ or $c=-0.05$ changes the −11% to −15% or −7%. Anharmonicity, mixing of vibrational coordinates and overlap with higher electronic bands remain outside the estimate. Under these parameters, the 1.8% thermal change of the hard mode is smaller than the uncertainties in $S$ and the disorder, and smaller than the effect of the excited-state frequency unless the gap slope is held fixed, so a width measured at one temperature could not establish the $\coth$ law. The relative thermal change is 1.8% for both $r=1$ and $r=0.93$; in a series of temperatures the difficulty is instead the soft mode, whose gain exceeds that of the hard mode between 0 and 296 K and is still about 0.6 of it between 296 and 383 K. At higher temperatures the hard mode increasingly dominates the gain per degree, but its total gain from 0 K passes that of the soft mode only near 450 K; this extrapolation assumes that the resist neither softens nor reacts, so that the disorder and the mode parameters stay fixed.

Numerical values quoted here were computed with a short program.
